Does a peak in the nesting function signal a charge-density wave?

**Question**

I computed the nesting function of a metal,

N(q) = ∫ d²k/(2π)² δ(ε_k − E_F) δ(ε_{k+q} − E_F),

with narrow broadening, and found a sharp peak at one wavevector. I took this to mean that the electronic response is largest there and that the lattice should distort with that period. My linear-response phonons show no dip at that wavevector. Is one of the calculations wrong, or does the peak mean something else?

**Answer**

Both calculations can be right. The peak says that q connects many states at the Fermi level, so low-energy electron-hole pairs are plentiful at or very near that q. Such pairs damp a phonon when one of them matches its energy. Softening depends on pairs of all energies, through a different part of the response function.

**What the nesting function measures**

Take one band, two spin directions and ε_{−k} = ε_k. Set ħ = 1, so that frequencies are energies, and let T stand for k_BT. With time dependence e^{−iωt}, define

χ0(q,ω) = 2 ∫ d²k/(2π)² (f_k − f_{k+q}) / (ε_{k+q} − ε_k − ω − i0).

With this sign the static response is positive. Since 1/(x − i0) = P(1/x) + iπδ(x), where P denotes the principal value,

Im χ0 = 2π ∫ d²k/(2π)² (f_k − f_{k+q}) δ(ε_{k+q} − ε_k − ω).

The delta function sets ε_{k+q} = ε_k + ω, so for small ω the occupation difference is f(ε_k) − f(ε_k + ω) ≈ −ω f′(ε_k). Hence

Im χ0/ω → 2πN_T(q),
N_T(q) = ∫ d²k/(2π)² [−f′(ε_k)] δ(ε_{k+q} − ε_k).

As T → 0, −f′ becomes δ(ε_k − E_F) and N_T becomes your N. The nesting function is thus the low-frequency slope of Im χ0, divided by 2π.

The static real part contains the same pairs, weighted differently. Insert 1 = ∫dω δ(ε_{k+q} − ε_k − ω) into its definition:

Re χ0(q,0) = (1/π) P∫_{−∞}^{∞} dω Im χ0(q,ω)/ω = (2/π) ∫₀^∞ dω Im χ0(q,ω)/ω.

The last step holds because Im χ0 is odd in ω, as exchanging k with −k−q shows. N gives the height of this integrand at ω = 0, and Re χ0 gives its area. A high value at one end does not fix the area.

**Which part softens the phonon?**

Let a mode of bare frequency Ω0 have dimensionless amplitude x and couple to the electron density ρ through gxρ, with a constant vertex g. Its equation of motion is

ẍ = −Ω0²x − 2Ω0gρ.

The electrons see the potential gx and respond with ρ = −χ0gx. Substitution gives

ω² = Ω0² − 2Ω0g²χ0(q,ω).

For a narrow line put ω = Ω − iγ/2, so ω² ≈ Ω² − iΩγ. Real and imaginary parts give

Ω² = Ω0² − 2Ω0g² Re χ0,
γ = 2Ω0g² Im χ0(q,Ω)/Ω ≈ 4πΩ0g²N_T(q).

Here γ is the full width at half maximum. In the adiabatic approximation Re χ0 is taken at zero frequency. Softening follows Re χ0, and N gives the damping. The last step in γ assumes that Im χ0/ω changes little between ω = 0 and ω = Ω. Where N diverges, as at 2k_F in the example below when T → 0, this fails: the width is set by Im χ0(q,Ω)/Ω and stays finite. At the smearing used in the table, the finite-frequency slope at 2k_F is 0.9965 of the zero-frequency one.

**A case with a divergent N and no peak in Re χ0**

Consider the two-dimensional electron gas, ε_k = Ak²/2 with A = ħ²/m, and let q point along x. The two delta functions select the crossings of two Fermi circles displaced by q:

k_x = −q/2, k_y = ±√(k_F² − q²/4).

Changing variables from k to the two energies gives the Jacobian A²|k × (k+q)| = A²q|k_y|. Adding the two crossings,

N(q) = (1/4π²) · 2/[A²q√(k_F² − q²/4)] = 1/[π²A²q√(4k_F² − q²)], q < 2k_F.

At 2k_F the circles touch and N diverges; beyond it N = 0. (N also diverges as q → 0, where the circles coincide. That peak gives no damping to a phonon with Ω > Aq(k_F + q/2), the largest pair energy at T = 0.)

Now take the static real part. In the term with f_{k+q}, replace k by −k−q. It becomes equal to the term with f_k, so

Re χ0 = 4 P∫ d²k/(2π)² f_k/[Aq(k_x + q/2)].

At T = 0 the k_y integral gives the chord 2√(k_F² − k_x²). With s = k_x/k_F and a = q/2k_F,

Re χ0 = J(a)/(π²Aa), J(a) = P∫_{−1}^{1} ds √(1−s²)/(s+a).

Write √(1−s²) = (1−s²)/√(1−s²) and 1−s² = (1−a²) − (s+a)(s−a). Then

J(a) = (1−a²)L(a) − ∫_{−1}^{1} ds (s−a)/√(1−s²) = (1−a²)L(a) + πa,
L(a) = P∫_{−1}^{1} ds/[(s+a)√(1−s²)].

With s = cos θ and t = tan(θ/2),

L(a) = P∫₀^∞ 2dt/[(a+1) + (a−1)t²].

For a > 1 this is π/√(a²−1). For 0 < a < 1 it is proportional to P∫₀^∞ dt/(c²−t²), with c² = (1+a)/(1−a). The antiderivative ln|(c+t)/(c−t)|/(2c) vanishes at both limits, and the contributions from the two sides of t = c cancel, so L = 0. Therefore, with D0 = 1/(πA), the density of states for both spins,

Re χ0 = D0, q ≤ 2k_F,
Re χ0 = D0[1 − √(1 − 4k_F²/q²)], q > 2k_F.

The response is flat and then falls. At 2k_F it has a kink, the Kohn anomaly, with infinite slope on the upper side, but no peak. The flat plateau is special to the parabolic band in two dimensions. For a square-lattice band −2t(cos k_x + cos k_y) with μ = −2.5t and T = 0.02t, Re χ0 along the x axis rises from 0.199/t per site at q = 0.2k_F to 0.244/t just below 2k_F and falls to 0.201/t at 2.1k_F: a finite maximum.

**How can the area stay flat while the integrand diverges?**

At T = 0, put w = ω/(Aq). The delta function in Im χ0 fixes k_x = w − q/2, and the two occupied chords give

Im χ0 = {√[k_F² − (w − q/2)²] − √[k_F² − (w + q/2)²]}/(πAq),

where a root with a negative argument is replaced by zero. At q = 2k_F the second root vanishes for ω > 0, and the first is √(2k_Fw − w²). So Im χ0/ω grows only as ω^{−1/2}, which is integrable. Integrating this leading form from 0 to Ω0 gives the fraction of Re χ0 supplied by that window:

share ≈ (4/π)√(Ω0/8E_F).

Take a model gas with the free-electron mass, k_F = 0.50 Å⁻¹, E_F = 0.9525 eV and Ω0 = 20 meV. The share is 1.273 × √(0.020/7.62) = 0.065, in agreement with the integrated 6.52 percent. At q = k_F it is 0.77 percent. The low-energy window does gain weight at 2k_F, but most of Re χ0 comes from higher energies, and the total is unchanged.

**What smearing does**

A Fermi distribution is an average of sharp steps over the chemical potential μ:

f(ε) = ∫dμ p(μ) θ(μ − ε), p(μ) = 1/{4T cosh²[(μ − E_F)/2T]}.

Because χ0 is linear in f, its smeared value is the same average of zero-temperature results. Each of these is non-increasing in q and p is positive, so the smeared Re χ0 has no peak either. The argument also covers Gaussian smearing, but not schemes whose weight p becomes negative.

At q = 2k_F both smeared quantities follow from one integral,

M(s) = ∫₀^∞ dx xˢeˣ/(eˣ+1)² = Γ(1+s)η(s), η(s) = 1 − 2^{−s} + 3^{−s} − …

For s > 0 this follows by integration by parts and expansion of 1/(eˣ+1); analytic continuation extends it to s > −1.

For N, only μ > E_F contributes, since smaller circles do not touch. There 4k_μ² − q² = 8(μ − E_F)/A. Setting μ = E_F + xT gives

N_T(2k_F) = M(−1/2)√(A/8T)/(2π²A²k_F).

For the real part, only μ < E_F reduces the response below D0. Setting μ = E_F − xT gives, up to exponentially small terms,

Re χ0(2k_F)/D0 = 1 − M(1/2)√(T/E_F), M(1/2) = 0.5361.

Dividing T by four doubles N_T(2k_F), while Re χ0 merely approaches D0. A nesting peak that grows without limit as the broadening is reduced is therefore no evidence that the static response does the same.

**Reading the numbers**

Use T = 0.025 eV and 2g²D0/Ω0 = 0.50. The phonon energy is then Ω = 20 meV × √(1 − 0.50 Re χ0/D0). N_T is in 10⁻³ eV⁻²Å⁻², Ω and γ in meV.

q/k_F | N_T | Re χ0/D0 | Ω | γ
1.000 | 4.04 | 1.000 | 14.14 | 0.121
1.414 | 3.50 | 1.000 | 14.14 | 0.105
1.969 | 8.65 | 0.963 | 14.40 | 0.260
2.000 | 7.26 | 0.913 | 14.74 | 0.218
2.200 | 0.006 | 0.586 | 16.81 | 0.0002

The third row is the smeared nesting peak, which lies slightly below 2k_F. There N_T is 2.47 times its value at √2 k_F. With g² = 0.1197 eV²Å², the width is

γ = 4π × 0.020 × 0.1197 × 0.00865 eV = 0.260 meV.

Of the wavevectors listed, this one has the most strongly damped phonon, yet the phonon is harder there than at q = k_F: 14.40 against 14.14 meV. The width formula was tested at q = k_F and T = 0 against the full width at half maximum of the numerically computed spectral line; both give 0.1212 meV.

**When does nesting produce a real instability?**

Take two straight, parallel Fermi lines. Measure energies from the Fermi level and let q connect states of energies ε1 = v1k and ε2 = v2(k+d), where d is the mismatch from perfect nesting. Per unit length of line, and without spin and 2π factors, the nesting integral at T = 0 is

∫dk δ(v1k) δ(v2(k+d)) = δ(d)/|v1v2|.

This peak has the same area whether the velocities have equal or opposite signs. The corresponding static integral is

J(d) = ∫dk (f1 − f2)/(ε2 − ε1).

First let 0 < v1 < v2. For a sharp step at μ, the occupations differ only between k1 = μ/v1 and k2 = μ/v2 − d. The denominator is linear in k, with slope v2 − v1; it equals v2(k1−k2) at k1 and v1(k1−k2) at k2. If k1 > k2, then f1 − f2 = 1 and

J = ∫_{k2}^{k1} dk/(ε2 − ε1) = ln(v2/v1)/(v2 − v1).

If k1 < k2, both the numerator and the denominator change sign and the result is the same. It depends on neither μ nor d, so thermal averaging leaves it unchanged. The one exceptional value of μ, where k1 = k2, has zero weight at T > 0. At any T > 0, perfect nesting of this kind gives a sharp peak in N and a flat J. Here N also misplaces the damping when T ≪ Ω. At d = 0 the two states are both filled or both empty at T = 0, so no pair exists. A pair of energy Ω needs k < 0 < k + d with (v2 − v1)k + v2d = Ω, that is Ω/v2 < d < Ω/v1, slightly off the peak of N.

Now let v1 = v > 0 and v2 = −u < 0, with d = 0 and a band window |k| < K. Using f(ε) = ½[1 − tanh(ε/2T)],

J(0) = [1/(u+v)] ∫₀^K (dk/k)[tanh(vk/2T) + tanh(uk/2T)].

For X ≫ 1, integration by parts gives ∫₀^X dy tanh(y)/y ≈ ln X − ∫₀^∞ dy ln(y) sech²y. The last integral is the derivative of 2^{1−s}M(s) at s = 0. With η(0) = 1/2 and η′(0) = ½ ln(π/2), it equals ln(π/4) − γ_E, where γ_E is Euler's constant. Adding the two terms,

J(0) ≈ [2/(u+v)] ln[2e^{γ_E}K√(uv)/(πT)].

This is the Peierls logarithm, which grows without bound as T → 0. For speeds 2 and 4 eV Å, K = 0.5 Å⁻¹ and T = 0.025 eV, J falls from 1.387 at d = 0 to 0.809 (eV Å)⁻¹ at d = 0.10 Å⁻¹. With equal signs it stays at 0.347 (eV Å)⁻¹ throughout. (The numerical output lists d as delta.)

Opposite velocities alone are not enough. At 2k_F the circular Fermi surface also joins states with opposite velocities, but the circles touch at a point instead of along a length, and the result above contains no logarithm.

**What to check in your metal**

Compute the static Re χ0(q) from the same bands, including transitions well away from E_F. If it has no peak at your wavevector, the nesting peak alone gives no reason to expect a dip in the phonon energy there. It does suggest looking for an enhanced phonon linewidth at or near that wavevector, with Im χ0 evaluated at the phonon frequency.

A peak in Re χ0 is not sufficient either. In the present model the mode becomes unstable when 2g² Re χ0 = Ω0. For the electron gas at T = 0 this happens for all 0 < q ≤ 2k_F at the same coupling, so 2k_F is not singled out; a non-parabolic band can tilt this plateau and favour 2k_F. In a real metal g depends on q and on the electronic states, and the remaining lattice stiffness depends on q. These can move an instability away from a maximum of Re χ0, or suppress it. The full static phonon calculation includes them; a converged one that shows no dip is not contradicted by your nesting peak.

Calculated quantities

```
TWO-DIMENSIONAL ELECTRON GAS
A = hbar^2/m = 7.6200 eV A^2
Fermi wavevector = 0.50 1/A; Fermi energy = 0.9525 eV
D0 = 0.04177 1/(eV A^2)
smearing k_B T = 0.025 eV
bare phonon energy = 20.0 meV
coupling 2 g^2 D0/omega0 = 0.50 (dimensionless)
g^2 = 0.11969 eV^2 A^2
Smeared results; N in 1e-3/(eV^2 A^2), energies in meV
q/kf     N       Re chi0/D0   phonon   full width
1.0000   4.0361    1.00000     14.142     0.1214
1.4142   3.5022    1.00000     14.142     0.1054
1.8000   4.5823    0.99989     14.143     0.1378
1.9689   8.6509    0.96284     14.402     0.2602
2.0000   7.2566    0.91315     14.743     0.2183
2.2000   0.0058    0.58633     16.815     0.0002
3.0000   0.0000    0.25478     18.683     0.0000
N peak position = 1.9689 kf
N(peak)/N(sqrt(2) kf) = 2.470 (ratio)
N(2kf) growth when T is divided by 4 = 2.0000 (ratio)
coefficient Gamma(3/2) eta(1/2) = 0.5361 (number)
finite-frequency/zero-frequency slope at 2kf = 0.9965
Zero-temperature checks
share of Re chi0 from omega < omega0, q=1kf: 0.77 percent
share of Re chi0 from omega < omega0, q=2kf: 6.52 percent
spectral peak at q=kf = 14.1420 meV
full width at q=kf, spectrum = 0.12123 meV
full width at q=kf, formula = 0.12123 meV
TWO STRAIGHT FERMI LINES
|v1| = 2.0 eV A; |v2| = 4.0 eV A
k window = +/-0.5 1/A; k_B T = 0.025 eV
nesting peak area, both signs = 0.12500 1/(eV^2 A^2)
same-sign formula for J = 0.34657 1/(eV A)
opposite-sign formula at delta=0 = 1.38703 1/(eV A)
delta in 1/A; N in 1/(eV^2 A); J in 1/(eV A)
delta   N same   J same   N opposite   J opposite
0.00    5.0000  0.34657     1.6667     1.38703
0.02    0.7526  0.34657     1.2699     1.31406
0.05    0.0067  0.34657     0.4050     1.08368
0.10    0.0000  0.34657     0.0319     0.80890
```
